Inverse-square density law for unscreened interface-roughness mobility

**Theorem.** Let electrons of sheet density n occupy the lowest subband of a channel next to a rough, impenetrable wall, and let the field that presses them against the wall come from their own charge. If the roughness potential is unscreened, the mobility at zero temperature is

μ = κ² / [4π³ m² D² Λ² n² G(x)],  (1)

x = πnΛ²,  G(x) = e^(−x) [I₀(x) − I₁(x)].

Here m is the in-plane mass, κ the relative permittivity, D the rms roughness, Λ its correlation length, and I₀, I₁ are modified Bessel functions. When k_FΛ ≪ 1, with k_F the Fermi wave number, G tends to 1 and

μ → κ² / (4π³ m² D² Λ² n²) ∝ n⁻²,  (2)

provided that m, κ, D and Λ do not change with n.

Hartree atomic units are used (ħ = e = mₑ = 1, 4πε₀ = 1), so mobility is lifetime divided by mass.

**Assumptions**

(a) The average wall is the plane z = 0 and the channel is z > 0. The actual wall is at z = Δ(r), with r the in-plane position, ⟨Δ⟩ = 0 and

⟨Δ(r)Δ(0)⟩ = D² exp(−r²/Λ²).

(b) V(z) is the Hartree potential energy of one electron, with V(0) = 0. No fixed charge lies at z > 0, and the field vanishes far from the wall. The positive charge that balances the electrons lies at z ≤ 0. Exchange, correlation and image forces are left out.

(c) One subband is occupied, with two spin states and one valley. The Fermi energy lies below the next subband or continuum edge.

(d) The roughness is weak and gentle: D is small compared with Λ and with the channel width. Scattering is treated to first order in Δ by the golden rule, which also requires k_Fℓ ≫ 1 for the mean free path ℓ between collisions through any angle.

(e) V is kept at its flat-wall form when the wall is displaced. Thus neither screening nor any other rearrangement of charge enters the roughness potential.

**Lemma 1 (mean force).** For any normalized subband function ψ(z), the mean force towards the wall is

F = ∫₀^∞ V′(z) ψ² dz = 2πn/κ.  (3)

*Proof.* Let T(z) = ∫_z^∞ ψ² dz′ be the fraction of electrons beyond z. Since the field vanishes at large z, Gauss's law gives

V′(z) = (4πn/κ) T(z).

The sign is positive because both halves of this force point towards the wall: the electrons beyond z repel an electron at z, and the charge on the wall side, which is positive on balance and equal in size, attracts it. Now T′ = −ψ², T(0) = 1 and T(∞) = 0, so

∫₀^∞ T ψ² dz = −∫₀^∞ T T′ dz = [T(0)² − T(∞)²]/2 = 1/2.

Multiplication by 4πn/κ gives (3). ∎

The force is 4πn/κ at the wall and zero far away. Its average is half the wall value whatever the shape of ψ, so F is proportional to n even though the channel becomes narrower as n grows.

**Lemma 2 (force balance).** With m_z the mass for motion along z,

ψ′(0)²/(2m_z) = F.  (4)

*Proof.* Multiply the subband equation −ψ″/(2m_z) + (V − E₀)ψ = 0 by ψ′. Because ψ′ψ″ = (ψ′²)′/2 and ψψ′ = (ψ²)′/2,

−(ψ′²)′/(4m_z) + (V − E₀)(ψ²)′/2 = 0.

Integrate from 0 to ∞. The first term gives +ψ′(0)²/(4m_z). The second is integrated by parts; its boundary terms vanish because ψ is zero at both ends, which leaves −(1/2)∫V′ψ² dz = −F/2. Multiplying the sum by 2 gives (4). ∎

The left side of (4) is the force that the hard wall exerts on the electron. It balances the electrostatic force, so the slope of ψ at the wall carries the same information as the mean field.

**Lemma 3 (matrix element).** To first order in Δ, roughness acts within the subband as the in-plane potential FΔ(r).

*Proof.* Introduce u = z − Δ(r), so that the wall becomes the plane u = 0. The volume element is unchanged. The in-plane gradient at fixed z becomes ∇ − (∇Δ)∂_u, and its square is

∇² − (∇²Δ)∂_u − 2(∇Δ)·∇∂_u + |∇Δ|²∂_u².

The last term is of second order. The potential becomes V(u + Δ) = V(u) + V′(u)Δ + …, so the first-order perturbation is

H₁ = V′(u)Δ + (1/2m)[(∇²Δ) + 2(∇Δ)·∇]∂_u.

Average this over the real function ψ(u). The gradient part contains the factor

∫₀^∞ ψψ′ du = [ψ²/2]₀^∞ = 0,

and drops out. The remaining part is Δ(r)∫V′ψ² du = FΔ(r). ∎

For a uniform Δ this is a rigid shift of the wall, which changes the subband energy by FΔ. The lemma shows that the same coefficient holds when Δ varies in the plane, at every wave vector, to this order. A wall pushed into the channel (Δ > 0) raises the energy.

**Lemma 4 (scattering rate).** The transport scattering rate at the Fermi energy is

1/τ = π m F² D² Λ² G(x).  (5)

*Proof.* The power spectrum of the roughness is the Fourier transform of its correlation function. The Gaussian integral gives

S(q) = D² ∫ exp(−r²/Λ² − iq·r) d²r = πD²Λ² exp(−q²Λ²/4).

For plane waves normalized in an area A, Lemma 3 gives a mean squared matrix element F²S(q)/A, where q = k′ − k. The golden rule, with the weight 1 − cosθ that measures the loss of forward momentum, reads

1/τ = 2π Σ_k′ [F²S(q)/A] (1 − cosθ) δ(E′ − E).

Spin is conserved, so no spin factor appears. Replace the sum by A∫k′dk′dθ/(2π)² and use k′dk′ = m dE′. The delta function removes the energy integral:

1/τ = (mF²/2π) ∫₀^{2π} S(q)(1 − cosθ) dθ.  (6)

On the Fermi circle q² = 2k_F²(1 − cosθ). With two spin states n = k_F²/(2π), so k_F²Λ²/2 = πnΛ² = x and

S(q) = πD²Λ² e^(−x) e^(x cosθ).

The integrals ∫₀^{2π}e^(x cosθ)dθ = 2πI₀(x) and ∫₀^{2π}e^(x cosθ)cosθ dθ = 2πI₁(x) turn the angular integral into 2π²D²Λ²G(x). The prefactor mF²/2π then gives (5). ∎

**Proof of the theorem.** At zero temperature the current is carried at the Fermi energy, so μ = τ/m. From (5),

μ = 1/[π m² F² D² Λ² G(x)].

Lemma 1 gives F² = 4π²n²/κ², which yields (1). For small x, e^(−x) = 1 − x + …, I₀ = 1 + … and I₁ = x/2 + …, where the omitted terms are of order x² or higher. Therefore

G(x) = 1 − 3x/2 + O(x²),

and (2) follows. ∎

The two conditions in the claim play separate roles. Confinement by the channel charge supplies F² ∝ n². The short correlation length makes S(q) nearly constant over the momentum transfers 0 ≤ q ≤ 2k_F, so the angular integral adds no density dependence. The two-dimensional density of states adds none either, because it is independent of energy.

**Remark 1 (how fast the power is reached).** Define the local exponent p = d ln μ/d ln n. Since x is proportional to n, equation (1) gives p = −2 − xG′/G. From I₀′ = I₁ and I₁′ = I₀ − I₁/x,

G′ = −2G + e^(−x)I₁/x,

p = −2 + 2x − I₁/(I₀ − I₁).  (7)

For small x the last fraction is x/2 + O(x²), so p = −2 + 3x/2 + O(x²). The inverse-square law is thus a limit, with a first correction set by k_F²Λ².

**Remark 2 (long correlation length).** For x ≫ 1 the Bessel functions have the expansions

e^(−x)I₀ = (2πx)^(−1/2)[1 + 1/(8x) + 9/(128x²) + …],

e^(−x)I₁ = (2πx)^(−1/2)[1 − 3/(8x) − 15/(128x²) + …].

Their difference is

G = (2πx)^(−1/2) (1/2x)[1 + 3/(8x) + …].

Hence G ∝ x^(−3/2) at leading order, and p = −1/2 + 3/(8x) + …. Scattering is now confined to small angles, which relax momentum weakly. As n rises, this weakening offsets most of the growth of F², and the unscreened mobility falls only as n^(−1/2).

**Remark 3 (fixed charge behind the channel).** Suppose that negative fixed charge of areal density N_b lies deeper than the electrons and the field vanishes beyond it. It adds 4πN_b/κ to V′ throughout the channel, so

F = (4π/κ)(N_b + n/2).

In the short-Λ limit μ ∝ F⁻² ∝ (n + 2N_b)⁻², and therefore

p = −2n/(n + 2N_b).

The inverse-square law requires N_b ≪ n/2. In the opposite limit, still for short Λ, the field is set by the fixed charge and the mobility no longer depends on n.

**Remark 4 (screening).** For an infinitely thin electron layer, the Coulomb interaction 2π/(κq) and the density of states m/π give the Thomas–Fermi dielectric function 1 + q_s/q, with q_s = 2m/κ. Screening then multiplies S(q) by [q/(q + q_s)]². If k_FΛ ≪ 1 and 2k_F ≪ q_s, this factor is q²/q_s² and the integral in (6) becomes

πD²Λ² (2k_F²/q_s²) ∫₀^{2π}(1 − cosθ)² dθ = 6π²D²Λ²k_F²/q_s²,

because the last integral is 3π. The rate is 3πmF²D²Λ²k_F²/q_s². The extra factor k_F² ∝ n changes the law to μ ∝ n⁻³. The word "unscreened" is therefore an essential part of the theorem.

**Remark 5 (one subband).** Measure z in units of a length L chosen so that the kinetic scale 1/(2m_zL²) equals the potential scale 4πnL/κ. This gives L³ = κ/(8πm_zn), and the coupled Schrödinger and Poisson equations then contain no parameter. Subband energies scale as 1/L² ∝ n^(2/3), whereas the Fermi energy πn/m scales as n. Their ratio grows as n^(1/3), so assumption (c) sets an upper limit to the density. The numerical solution has a single bound state, 0.259/(2m_zL²) below the continuum edge, which puts the limit at n ≈ 0.044 m³/(m_zκ²). There 2k_F/q_s ≈ 0.53(m/m_z)^(1/2). For m_z ≥ m the ratio 2k_F/q_s therefore stays below about one half at every density that (c) allows in the Hartree model, and the screening of Remark 4 is never negligible. The theorem describes the bare roughness potential, not the mobility of such a channel with its screening included.

**Worked example.** Take a model channel with m = m_z = 0.5, κ = 10, D = 2 bohr and Λ = 20 bohr. At n = 2 × 10⁻⁵ bohr⁻², or 7.1 × 10¹¹ cm⁻²,

F = 2π(2 × 10⁻⁵)/10 = 1.257 × 10⁻⁵ hartree/bohr,

k_F = [2π(2 × 10⁻⁵)]^(1/2) = 0.0112 bohr⁻¹,

x = π(2 × 10⁻⁵)(20²) = 0.0251, G = 0.963.

Here k_FΛ = 0.224. With G set to 1, equation (2) gives

μ = 100/[4π³ × 0.25 × 4 × 400 × (4 × 10⁻¹⁰)] = 5.04 × 10⁶ a.u.

Division by G raises this to 5.23 × 10⁶ a.u. One atomic unit of mobility is 0.04254 cm²/(V s), so μ = 2.23 × 10⁵ cm²/(V s). This is the mobility limited by unscreened roughness alone, and it is not a prediction for a real channel. Here 2k_F/q_s is only about 0.22, and the thin-layer screening of Remark 4 would raise the mobility about 38-fold, or about 13-fold when the thickness of the channel is included in the screening.

The lifetime is τ = mμ = 2.62 × 10⁶ a.u., and k_F²τ/m is about 660. Without the weight 1 − cosθ the rate gives k_Fℓ of about 650, which is consistent with weak scattering. A self-consistent finite-difference solution of the Schrödinger and Poisson equations puts the electrons at a mean distance of 77 bohr from the wall, much larger than D. From the slope of ψ at the wall, equation (4) gives a force of 1.257 × 10⁻⁵ hartree/bohr, in agreement with Lemma 1.

The same solution at three densities gives the following values. The gap is measured from the lowest subband to the continuum edge, since this potential binds no second state.

| n (10⁻⁵ bohr⁻²) | Fermi energy (10⁻⁴ hartree) | gap (10⁻⁴ hartree) | μ (10⁶ a.u.) |
|---|---|---|---|
| 1 | 0.63 | 1.40 | 20.5 |
| 2 | 1.26 | 2.22 | 5.23 |
| 4 | 2.51 | 3.53 | 1.36 |

One subband is occupied in each case. By Remark 5 the Fermi energy reaches the gap at about

n = (4 × 10⁻⁵)(3.53/2.51)³ ≈ 1.1 × 10⁻⁴ bohr⁻².

For these parameters the theorem should not be carried beyond that density within the Hartree model. The gap and this limit are sensitive to the neglected exchange. At the middle density r_s = m/[κ(πn)^(1/2)] is about 6, and local-density exchange alone would raise the gap to about 5.8 × 10⁻⁴ hartree while leaving F unchanged. The zero-temperature treatment also needs a thermal energy well below both the Fermi energy and the difference between the gap and the Fermi energy. At the middle density these two energies correspond to about 40 K and 30 K, so the example applies only at a few kelvin. The second condition becomes severe near the density limit, where that difference vanishes.

Each doubling of n lowers the mobility by a factor of 3.93 and then 3.85, rather than 4. The shortfall comes from G, which decreases as x grows. Over the whole range the exponent is −1.96, and Remark 1 gives −2 + 1.5 × 0.0251 = −1.96 at the middle density.

Keeping that density and changing Λ in (7) shows the passage between the limits:

| Λ (bohr) | x | p |
|---|---|---|
| 2 | 0.00025 | −2.000 |
| 20 | 0.025 | −1.96 |
| 100 | 0.63 | −1.17 |
| 400 | 10 | −0.46 |
| 4000 | 1005 | −0.50 |

(The first and last rows serve only to evaluate the limits of the formula, since both violate assumption (d). In the first, D = Λ. In the last, the scattering rate without the weight 1 − cosθ gives k_Fℓ of only about 1.3.) The exponent passes above −1/2 and returns to it from above, as the positive term 3/(8x) in Remark 2 requires.

At the same density and Λ = 2 bohr, fixed charge N_b = 10⁻⁵ bohr⁻² makes n + 2N_b = 2n and changes the exponent to −1.00. If screening is included instead, q_s = 2(0.5)/10 = 0.1 bohr⁻¹, and numerical integration over angle gives −2.83. This is not yet −3 because 2k_F/q_s is about 0.22, which is not very small. At n = 10⁻⁹ bohr⁻² the same integration gives −3.00. These screened values illustrate the thin-layer model; at the middle density 2k_F times the mean distance from the wall is about 1.7, so the finite thickness of the channel would alter the screening.

All numerical values are calculated from the stated model.
